\section*{Built-in electric field of a slowly graded nondegenerate dopant profile, part 2}

A semiconductor layer whose doping varies along $x$ has a built-in electric field in thermal equilibrium. The problem is to find this field from the doping and to see where the resulting formula holds.

A prime denotes $d/dx$. The elementary charge $q$ is positive, the potential is $\phi$, and $E=-\phi'$ is positive towards $+x$. Current density $J$ counts positive charge moving towards $+x$. The net doping $N=N_D-N_A$ is donor minus acceptor density, with all dopants taken as ionized. Electron and hole densities are $n$ and $p$, and $n_i$ is the intrinsic density. The temperature $T$ is uniform and $V_T=kT/q$, which is $25.852\,\mathrm{mV}$ at $300\,\mathrm K$. The Fermi level is $E_F$, the conduction band edge $E_c$, and that band's effective density of states $N_c$.

The electron current is
\begin{equation}
J_n=q\mu_n nE+qD_nn',\qquad
D_n=\langle v_x^2\tau\rangle,\qquad
\mu_n=\frac{D_n}{V_T}.
\label{eq:jn}
\end{equation}
Here $\mu_n$ is the mobility, $D_n$ the diffusion constant, $\tau$ the collision time, $v_x$ the velocity along $x$, and the average is over the Maxwell distribution.

Zero total current and uniform $np=n_i^2$ give
\begin{equation}
E=-V_T\frac{n'}{n}=-V_T\frac{d\ln n}{dx}.
\label{eq:field}
\end{equation}
Approximate local neutrality, $n-p\simeq N$, then gives
\begin{equation}
E\simeq-V_T\frac{N'}{\sqrt{N^2+4n_i^2}} .
\label{eq:general}
\end{equation}
In extrinsic material, $N\gg n_i$, this is the neutral formula
\begin{equation}
E\simeq-V_T\frac{N'}{N}=-V_T\frac{d\ln N}{dx}.
\label{eq:main}
\end{equation}

The example is phosphorus-doped silicon at $300\,\mathrm K$ with
\begin{equation}
\ln N=\tfrac12\ln(N_1N_2)-\tfrac12\Lambda\tanh\frac x\ell,
\qquad \Lambda=\ln\frac{N_1}{N_2},
\label{eq:profile}
\end{equation}
$N_1=10^{16}$ and $N_2=10^{15}\,\mathrm{cm^{-3}}$, $\ell=1\,\mu\mathrm m$, and the rough values $n_i=10^{10}\,\mathrm{cm^{-3}}$ and $\mu_n=1200\,\mathrm{cm^2/Vs}$. Its neutral field peaks at $298\,\mathrm{V/cm}$ at the centre, $x=0$. The potential difference between the plateaus is $59.5\,\mathrm{mV}$, whatever the shape and width of the transition.

\subsection{The residual charge}

Poisson's equation with permittivity $\varepsilon$ reads $\varepsilon E'=q(N+p-n)$. In extrinsic material $p$ may be dropped. Inserting $E=-V_T(\ln n)'$ and changing all signs,
\begin{equation}
\varepsilon V_T(\ln n)''=q(n-N).
\end{equation}
Write $n=Ne^\delta$, so that $\delta$ measures the departure from neutrality, and define the local Debye length
\begin{equation}
L_D=\sqrt{\frac{\varepsilon V_T}{qN}} .
\end{equation}
Division by $qN$ gives
\begin{equation}
L_D^2\left[(\ln N)''+\delta''\right]=e^\delta-1 .
\label{eq:delta}
\end{equation}
If $\delta$ is small, the right side is $\delta$. If the profile also varies slowly over a Debye length, $L_D^2\delta''$ is small compared with $\delta$. To leading order,
\begin{equation}
\frac nN-1\simeq\delta\simeq L_D^2(\ln N)'' .
\label{eq:first}
\end{equation}
Since $E=-V_T[(\ln N)'+\delta']$, the corrected field is
\begin{equation}
E\simeq-V_T\left\{(\ln N)'+\left[L_D^2(\ln N)''\right]'\right\}.
\label{eq:corrected}
\end{equation}
Let $g=(\ln N)'$. Because $L_D^2\propto1/N$, its derivative is $-L_D^2g$, and the correction in braces is $L_D^2(g''-gg')$. For a profile with a single length $\ell$ and a fixed doping ratio, it is smaller than $g$ by a factor of order $(L_D/\ell)^2$. A profile is slowly graded when this ratio is small wherever the field is wanted.

In the example the relative permittivity is 11.7, and $L_D$ is 41, 73 and $129\,\mathrm{nm}$ on the left plateau, at the centre and on the right plateau. At the centre $g'=0$. Near it $1/\cosh^2(x/\ell)\simeq1-x^2/\ell^2$, so $g''/g=-2/\ell^2$. The predicted relative change of the field is
\begin{equation}
-\frac{2L_D^2}{\ell^2}=-2(0.0727)^2=-1.06\,\% .
\label{eq:centre}
\end{equation}

\subsection{Solution without assumed neutrality}

For comparison, Poisson's equation can be solved with the equilibrium carrier densities and no neutrality condition. With $u=\ln(n/n_i)$, $n-p=2n_i\sinh u$, and
\begin{equation}
\frac{\varepsilon V_T}{q}\,u''=2n_i\sinh u-N .
\end{equation}
On a uniform mesh of spacing $h$, with $A=\varepsilon V_T/q$, the residual at node $i$ is
\begin{equation}
R_i=\frac{A}{h^2}(u_{i+1}-2u_i+u_{i-1})-2n_i\sinh u_i+N_i ,
\end{equation}
where the $n_i$ multiplying the hyperbolic sine is the intrinsic density. Newton's method finds the changes $\Delta_i$ from
\begin{equation}
\frac{A}{h^2}(\Delta_{i+1}-2\Delta_i+\Delta_{i-1})
-2n_i\cosh(u_i)\,\Delta_i=-R_i .
\end{equation}
This is a tridiagonal system. The neutral density supplies the starting value, $u=\operatorname{arsinh}(N/2n_i)$. Zero field at each end is imposed by giving the missing outer node the value of its mirror image inside. The example was solved with 4001 nodes from $-8$ to $+8\,\mu\mathrm m$:

\begin{center}
\begin{tabular}{rcccc}
$x$ & $N$ & $n$ & $E$ neutral & $E$ full\\
$\mu$m & \multicolumn{2}{c}{$10^{15}\,\mathrm{cm^{-3}}$} & \multicolumn{2}{c}{V/cm}\\
$-1.0$ & 7.600 & 7.587 & 125.0 & 125.6\\
$-0.5$ & 5.383 & 5.370 & 234.1 & 234.1\\
$0.0$ & 3.162 & 3.163 & 297.6 & 294.5\\
$0.5$ & 1.858 & 1.871 & 234.1 & 231.1\\
$1.0$ & 1.316 & 1.328 & 125.0 & 126.0
\end{tabular}
\end{center}

The extra digits serve to compare the two solutions; the rough input values do not justify them as predictions for a real layer. At the centre the full field is 1.04\% below the neutral one, close to Eq.~\eqref{eq:centre}. The largest field error anywhere is 1.35\% of the neutral peak. Relative to the local field the error is larger in the lightly doped tail, about 7\% at $x=3\,\mu\mathrm m$, where the field itself is small. The largest departure of $n/N$ from one is 0.94\%, against 0.97\% from Eq.~\eqref{eq:first}.

At $x=\pm0.5$ and $\pm1\,\mu\mathrm m$ the densities show a deficit of electrons on the heavily doped side and an excess on the other. This is the charge pattern that makes the field rise and then fall. The full field is lower at the centre and higher at $x=\pm1\,\mu\mathrm m$. Some such exchange is necessary, because both fields must integrate to the same potential difference of $59.5\,\mathrm{mV}$.

With the two plateau dopings held fixed, $\ell=2$ and $4\,\mu\mathrm m$ give largest field errors of 0.352\% and 0.089\% of the respective neutral peaks. Each doubling of $\ell$ reduces the error by nearly four, as the factor $(L_D/\ell)^2$ requires.

\subsection{Steep grading}

For $\ell=0.1\,\mu\mathrm m$ and the same plateaus, the neutral peak is ten times larger, $2.98\,\mathrm{kV/cm}$. The estimate in Eq.~\eqref{eq:centre} would now be a correction of about $-106\%$, so the expansion has failed. The full solution has a peak of $1.97\,\mathrm{kV/cm}$, about two thirds of the neutral value. The electrons cannot follow a doping change whose length is comparable with their Debye length; their density varies more gently than the doping. The potential difference is unchanged, so the field is spread over a wider region.

A change of doping type is a more severe case. At $N=0$, Eq.~\eqref{eq:general} gives $|E|=V_T|N'|/2n_i$. With the gradient at the centre of the example, $|N'|=3.6\times10^{19}\,\mathrm{cm^{-4}}$, this would be $47\,\mathrm{MV/cm}$. That number signals the failure of neutrality and is no estimate of a junction field. In silicon at $300\,\mathrm K$ neutrality survives at $N=0$ only for gradients of about $10^{12}\,\mathrm{cm^{-4}}$ or less, so any practical p--n junction needs the full Poisson equation.

\subsection{The exponential profile}

For $N=N_0e^{-x/\lambda}$ the second derivative of $\ln N$ is zero. Then $\delta=0$ solves Eq.~\eqref{eq:delta}, and with holes neglected the interior is neutral with the constant field
\begin{equation}
E=\frac{V_T}{\lambda},
\end{equation}
which is $259\,\mathrm{V/cm}$ for $\lambda=1\,\mu\mathrm m$. A constant field needs no charge where it is constant, but it needs charge where it begins and ends.

Let the layer begin at $x=0$ with no field outside and no surface charge. There $(\ln n)'=0$, so $\delta'=1/\lambda$. For small $\delta$ and nearly constant $L_D$, Eq.~\eqref{eq:delta} becomes $L_D^2\delta''=\delta$, and the solution that decays inwards is
\begin{equation}
\delta=-\frac{L_D}{\lambda}\,e^{-x/L_D}.
\end{equation}
The electron deficit per area is $N_0L_D^2/\lambda=\varepsilon E/q$, in agreement with Gauss's law. For $N_0=10^{16}\,\mathrm{cm^{-3}}$ it is $10^{16}(40.9\times10^{-7})^2/10^{-4}=1.67\times10^9\,\mathrm{cm^{-2}}$. An opposite charge ends the field at the far side. The neutral formula should therefore not be used within a few Debye lengths of such a boundary.

\subsection{Effects of statistics and ionization}

The estimates in this and the next subsection refer to the heavily doped end, $N=10^{16}\,\mathrm{cm^{-3}}$, unless another density is named.

Some donors keep their electron. For a donor level at energy $E_d$ below the conduction band, with spin degeneracy two, the ratio of neutral to ionized donors is
\begin{equation}
a=2\,\frac n{N_c}\,e^{E_d/kT}.
\end{equation}
Without acceptors, neutrality reads $n=N/(1+a)$, or $N=n(1+a)$. Since $a\propto n$,
\begin{equation}
\frac{d\ln N}{d\ln n}=1+\frac a{1+a}=\frac{1+2a}{1+a},
\end{equation}
and the field is multiplied by $(1+a)/(1+2a)$. With the rough values $E_d=45\,\mathrm{meV}$ and $N_c=2.8\times10^{19}\,\mathrm{cm^{-3}}$, this single level gives 0.4\% neutral donors and a field lower by 0.4\%. Phosphorus in silicon has further bound states a little more than $10\,\mathrm{meV}$ above the ground state. Including these states, but not the still higher ones, raises both numbers to between one and two per cent. This is not an upper bound: the next, weakly bound states, counted in the same way, would roughly double the figures, although screening makes that count uncertain.

Fermi statistics change the relation between $n$ and the Fermi level. With $\eta=(E_F-E_c)/kT$, expansion of the Fermi function in powers of $e^\eta$ gives, for a parabolic band, $n/N_c\simeq e^\eta-e^{2\eta}/\sqrt8$. Inverting to the same order,
\begin{equation}
\eta\simeq\ln\frac n{N_c}+\frac1{\sqrt8}\frac n{N_c}.
\end{equation}
In equilibrium $E_F$ is uniform and $E_c$ follows $-q\phi$, so $E=-V_T\eta'$. The field is multiplied by $1+n/(\sqrt8N_c)$, an increase of 0.013\%.

\subsection{Interaction and random donors}

An electron repels others and so carries a screening cloud. In linear response the potential of a point charge $q$ is
\begin{equation}
\psi(r)=\frac K r\,e^{-r/L_D},\qquad K=\frac q{4\pi\varepsilon}.
\end{equation}
At the charge, the cloud contributes $-K/L_D$. Building up the charge gradually brings in a factor one half, so the energy is lowered by
\begin{equation}
w=\frac{q^2}{8\pi\varepsilon L_D}\simeq1.5\,\mathrm{meV}.
\end{equation}
A uniform Fermi level then requires $q\phi=kT\ln n-w+\text{constant}$. Since $w\propto\sqrt N$, $dw/d\ln N=w/2$, and the field is reduced by the fraction $w/2kT$, about 3\%. This counts one contribution to the interaction and gives its order of size, not a correction to be applied.

The donors are also discrete. If their positions are independent, the variance of the potential is
\begin{equation}
N\int\psi^2\,d^3r=4\pi NK^2\int_0^\infty e^{-2r/L_D}\,dr=2\pi NK^2L_D .
\end{equation}
Its square root is about $6\,\mathrm{mV}$. At the mean spacing $N^{-1/3}=46\,\mathrm{nm}$ the screened field of one donor,
\begin{equation}
-\psi'(r)=\frac K{r^2}\left(1+\frac r{L_D}\right)e^{-r/L_D},
\end{equation}
is about $390\,\mathrm{V/cm}$, more than the built-in field. The nearest donor is usually closer than this and several donors contribute, so for random positions the median size of the total local field is about $2\,\mathrm{kV/cm}$. The built-in field formula therefore describes an average over a wide plane, not the field at a chosen point between donors. The plane must be wide indeed. Averaged over a square of side $L\gg L_D$, a donor at distance $x$ from the plane contributes a field of size $(q/2\varepsilon L^2)e^{-|x|/L_D}$. Adding the squares for independent donors gives a remaining fluctuation of $(q/2\varepsilon)\sqrt{NL_D}/L$. This is about $34\,\mathrm{V/cm}$ for a square one hundred donor spacings wide.

\subsection{Temperature and real devices}

At fixed, fully ionized extrinsic doping the neutral field is proportional to $T$. From 300 to $400\,\mathrm K$ the example's peak rises from 298 to $397\,\mathrm{V/cm}$. The intrinsic density scales as $T^{3/2}e^{-E_{g0}/2kT}$; with $E_{g0}\simeq1.2\,\mathrm{eV}$, the gap extrapolated linearly to zero temperature, it reaches roughly $5\times10^{12}\,\mathrm{cm^{-3}}$. By Eq.~\eqref{eq:general} this lowers the field at the lightly doped end by a fraction $2n_i^2/N^2$, about 0.005\%.

The example's densities, mobilities and grading length are of the order met in lightly doped silicon device layers, and none is far from typical. Its peak field is about a thousandth of the rough breakdown field $0.3\,\mathrm{MV/cm}$. The total potential energy change of $0.06\,\mathrm{eV}$ is far below the gap, so the grading does not bring filled valence states level with empty conduction states, and band-to-band tunnelling plays no part. An operating device generally breaks the assumption of zero current, and injected carriers can break $np=n_i^2$ as well. If electrons carry a current density $J$, Eq.~\eqref{eq:jn} gives
\begin{equation}
E=\frac J{q\mu_nn}-V_T\frac{n'}n .
\end{equation}
At the centre of the example, with $n$ held at its equilibrium value, $J=18\,\mathrm{A/cm^2}$ changes the field by 10\%, and $179\,\mathrm{A/cm^2}$ changes it by as much as the built-in field itself. Transistor base layers are usually doped more heavily and graded over shorter distances. One decade in $0.1\,\mu\mathrm m$ corresponds to a mean field of $6\,\mathrm{kV/cm}$, provided that $L_D$ is much shorter than the grading. A sphere of radius $L_D$ holds about three electrons at $10^{16}\,\mathrm{cm^{-3}}$, where the linear-screening estimate of the interaction is already rough, and only about one at $10^{17}\,\mathrm{cm^{-3}}$, where it is no longer reliable. At heavier doping the band gap also narrows with the doping, so that $n_i$ is no longer uniform as assumed here. Good neutrality alone does not then guarantee that the simple formula is accurate.

Numbers in the example were calculated in double precision.
